Choosing the time step for trap occupation on steep gate edges

**The decision**

A transient calculation of charge pumping needs a time step for the gate edge and a rule that advances the trap occupation. The two choices are linked. On a 20 ns edge the capture rate of an interface trap can change by many orders of magnitude, and an explicit rule may then need thousands of steps merely to keep the occupation between zero and one. If the rates are frozen during each step and the resulting equation is solved exactly, the occupation stays in that range for any step. The step can then be chosen for accuracy alone, but it must still be chosen: a bounded occupation can be wrong.

**The rate equation**

Let f be the probability that a trap with a single level holds an electron. Four processes change it: electron capture, electron emission, hole capture and hole emission. With surface densities n and p and capture coefficients c_n and c_p,

df/dt = c_n n (1 − f) − e_n f − c_p p f + e_p (1 − f).

The emission rates follow from detailed balance. In equilibrium, electron capture and emission cancel separately, so e_n = c_n n (1 − f)/f. The Fermi function, with the level's degeneracy factor set to one, gives (1 − f)/f = exp[(E_t − E_F)/kT]. Boltzmann statistics give n = n_i exp[(E_F − E_i)/kT]. The Fermi energy cancels in the product. With E = E_t − E_i, the trap level above the intrinsic level,

e_n = c_n n1, n1 = n_i exp(E/kT).

The same argument for holes gives

e_p = c_p p1, p1 = n_i exp(−E/kT).

Collecting the filling and emptying terms,

df/dt = a(1 − f) − b f,
a = c_n n + c_p p1, b = c_n n1 + c_p p.

Both a and b are nonnegative, and the bound below rests on this.

If source, drain and body are at one potential and the carriers follow the gate, np = n_i² = n1 p1 at the surface. Substituting p1 = n_i²/n1 in a and p = n_i²/n in b,

a = n [c_n + c_p n_i²/(n n1)],
b = n1 [c_n + c_p n_i²/(n n1)].

The brackets are equal, so a/b = n/n1. The stationary occupation a/(a + b) is therefore n/(n + n1), which is the Fermi function.

**The exact step and its bound**

Freeze a and b for a time h and write s = a + b > 0. The equation becomes df/dt + s f = a. Multiplying by exp(st) turns the left side into d[f exp(st)]/dt. Integrating from 0 to h,

f_new exp(sh) − f = (a/s)[exp(sh) − 1].

Multiplying by exp(−sh), and defining f_inf = a/s and w = 1 − exp(−sh),

f_new = (1 − w) f + w f_inf = f + w (f_inf − f).

Since h ≥ 0, w lies between 0 and 1. Since a and b are nonnegative, so does f_inf. The new occupation is a weighted mean of two numbers in [0, 1] and lies between them. It cannot leave the interval or overshoot f_inf, whatever the step. Repeating the argument step by step covers the whole edge. If s = 0, both rates vanish and f is unchanged.

There are two simple limits. For sh ≪ 1, w ≈ sh and the update becomes f + h[a(1 − f) − b f], the forward Euler rule. For sh ≫ 1, w ≈ 1 and the trap goes to f_inf, as a fast trap should.

The second form of the update also keeps the bound in double-precision arithmetic with rounding to nearest, if w is limited to 1 and the rates do not overflow. At the lower end, the increment is no smaller than −f, so the sum is not negative. At the upper end, the increment is at most the rounded value of 1 − f, which exceeds 1 − f by at most 2⁻⁵⁴. The sum is then at most 1 + 2⁻⁵⁴, which rounds to 1. A test of 600,000 random steps, half of them with a, b and h each drawn between 10⁻³⁰ and 10³⁰, found no value outside [0, 1], with no tolerance allowed.

**What other integrators require**

Forward Euler gives f_new = (1 − sh) f + ah. This is linear in f, so its extremes on [0, 1] are at the ends: f = 0 goes to ah and f = 1 goes to 1 − bh. The whole interval is preserved if and only if

h max(a, b) ≤ 1.

The trapezoidal rule with frozen rates gives

f_new = [(1 − sh/2) f + ah]/(1 + sh/2).

For f = 0, the requirement ah ≤ 1 + (a + b)h/2 means (a − b)h ≤ 2. For f = 1, the numerator is 1 + (a − b)h/2, which must not be negative. The other two requirements hold automatically, so the condition is

h |a − b| ≤ 2.

Backward Euler gives

f_new = (f + sh f_inf)/(1 + sh).

This is again a weighted mean, so it is bounded for every h. Boundedness alone does not single out the exponential step. Its further merit is that it is exact when the rates are constant, whereas backward Euler replaces exp(−sh) by 1/(1 + sh).

**Counting the pumped charge**

Charge pumping measures carriers exchanged, so the fluxes must be integrated as carefully as f. During a frozen step, f(t) = f_inf + (f − f_inf) exp(−st). Its mean over the step is

f_mean = f_inf + (f − f_inf) w/(sh).

The net numbers of electrons and holes captured per trap are

N_e = h [c_n n (1 − f_mean) − c_n n1 f_mean],
N_h = h [c_p p f_mean − c_p p1 (1 − f_mean)].

Their difference is

N_e − N_h = h [a(1 − f_mean) − b f_mean] = sh (f_inf − f_mean) = w (f_inf − f) = f_new − f.

Charge is thus conserved in every step. Using the occupation at one end of the step instead of f_mean would break this balance.

**The error that remains**

Let δa and δb be the true rates minus the frozen ones, and let d be the true occupation minus the frozen solution, with d = 0 at the start of the step. Subtracting the two rate equations gives

dd/dt = −s d + δa(1 − f) − δb f,

where s is the frozen value and f the true occupation. Hence

d(h) = ∫₀ʰ exp[−s(h − t)] [δa(1 − f) − δb f] dt.

Take the frozen rates at the middle of the step and set τ = t − h/2. Then δa = a′τ + a″τ²/2 and δb = b′τ + b″τ²/2 to the order needed. The terms linear in τ have a factor that itself varies with time:

G = exp[−s(h − t)] [a′(1 − f) − b′f].

The constant part of G multiplies ∫τ dt = 0. Its slope multiplies ∫τ² dt = h³/12. For small sh, using df/dt = a − sf and s′ = a′ + b′, the slope is

G′ = s(a′ − s′f) − s′(a − sf) = s a′ − s′ a = b a′ − a b′.

Together with the second-derivative terms,

d(h) ≈ (h³/12)(b a′ − a b′) + (h³/24)[a″(1 − f) − b″f].

An error inherited from earlier steps is multiplied by exp(−sh), which does not exceed one. The number of steps grows as 1/h, so the accumulated error is of order h².

This result needs sh ≪ 1 and rates that vary smoothly over a step. A fast trap behaves differently. When sh ≫ 1, the update returns f_inf at the middle of the step, while the true occupation is close to f_inf at its end. The difference is about h f_inf′/2, which is first order. Both regimes were tested with f_inf = 0.5 + 0.3 sin t over unit time. Going from 40 to 80 steps reduced the error by a factor of 4.000 for s = 1 and 2.010 for s = 10⁶.

On a gate edge the first-order lag is largely harmless if the trap later falls out of equilibrium gradually compared with the step. While s is large, old errors are erased quickly. What matters is to resolve the interval in which the trap stops following the carriers.

**From gate voltage to rates**

The rates depend on the surface potential ψ, measured from the neutral p-type body. Let φ = kT/q, u = ψ/φ and r = (n_i/N_A)². Then n = (n_i²/N_A) exp(u) and p = N_A exp(−u). The space charge is

ρ = q N_A [exp(−u) − 1 − r(exp(u) − 1)].

Multiply Poisson's equation, d²ψ/dx² = −ρ/ε, by dψ/dx and integrate from the body, where field and potential vanish. The surface field F then satisfies

F²/2 = (q N_A φ/ε) g,
g = exp(−u) + u − 1 + r[exp(u) − u − 1].

The voltage across the oxide has magnitude ε|F|/C_ox and the sign of ψ. With flat-band voltage V_FB,

V_G = V_FB + ψ + sign(ψ) √(2 ε q φ N_A g)/C_ox.

For each step, take the gate voltage at mid-step, solve this equation for ψ, form the four rates, and apply the updates for f and N_h.

A change Δψ multiplies n by exp(Δψ/φ). To resolve the carrier densities on an edge, a step should therefore be judged by Δψ relative to kT/q, not by its length in nanoseconds alone. The emission during a step, measured by e_n h, matters too: for the trap treated below, a slower edge with the same Δψ per step gives a larger relative error in the pumped charge.

**A worked edge**

Consider an n-channel silicon transistor at 300 K with a 5 nm oxide, doping 3×10¹⁷ cm⁻³ and V_FB = −0.9 V. The gate falls from +1.5 V to −2.0 V in 20 ns, a slope of 0.175 V/ns. The trap lies 0.35 eV above the intrinsic level, and both capture coefficients are 10⁻⁸ cm³/s. With n1 = 7.58×10¹⁵ cm⁻³, the electron emission rate is

e_n = 10⁻⁸ × 7.58×10¹⁵ = 7.58×10⁷ s⁻¹.

The trap starts full. As the channel empties, it may emit its electron back to the conduction band. If it does not, a hole arrives and recombines with the electron. The net number of holes captured per trap is the recombined fraction R.

An independent stiff solver, using ψ instead of time as its variable, gave f = 0.7481 halfway down the edge and R = 0.5743. The exponential step with midpoint rates gave:

steps | largest Δψ/(kT/q) | R
4 | 23.8 | 0.5061
16 | 6.6 | 0.5834
64 | 1.7 | 0.5755
256 | 0.42 | 0.5744
1024 | 0.10 | 0.5743

Every occupation in these runs lay in [0, 1], yet with 4 steps R is 12% below the reference. With 16 steps it is 1.6% above; with 64 steps, 0.2% above. The error changes sign between the two coarsest runs, so agreement between two coarse runs is weak evidence of convergence. From 512 to 1024 steps the error falls by a factor of 4.00, which is consistent with second-order convergence.

With 16 steps and the same midpoint rates, forward Euler reached occupations of order 10¹⁶, and the trapezoidal rule fell to −0.17. The fastest rate on the edge is 9.14×10¹¹ s⁻¹. The Euler condition for preserving the whole interval throughout the edge thus requires 9.14×10¹¹ × 20×10⁻⁹ ≈ 18,300 equal steps. This count uses the Boltzmann surface density at the high gate, 9.1×10¹⁹ cm⁻³, about three times the conduction-band density of states, where Boltzmann statistics no longer hold; Fermi–Dirac statistics give about 6.5×10¹⁹ cm⁻³ and 13,000 steps. Backward Euler is safe, but with 256 steps its error in f at half edge was 1.6×10⁻³, against 6.3×10⁻⁵ for the exponential step.

**Reading the result**

A first estimate lets emission run freely from the moment when n = n1, at V_G = 0.296 V, until flat band. That takes 6.83 ns, so R ≈ exp(−0.0758 × 6.83) = 0.596, about 4% too high.

The start of emission can be found more closely. Near it, n falls roughly as exp(−κt), with κ = |dψ/dt|/φ. Set t = 0 where n = n1, so that c_n n = e_n exp(−κt). While the empty fraction x = 1 − f is small and holes are absent, dx/dt ≈ e_n − c_n n x. Once n has become negligible, the solution is

x(t) ≈ e_n ∫ exp[−(e_n/κ) exp(−κt′)] dt′,

with the integral running from early times to t. Substituting z = (e_n/κ) exp(−κt′) turns it into (1/κ)∫ exp(−z) dz/z from z(t) upward. For small z(t) this is [−γ − ln z(t)]/κ, where γ = 0.577 is Euler's constant. Hence

x(t) ≈ e_n (t + t₀), t₀ = [ln(κ/e_n) − γ]/κ.

Emission effectively begins a time t₀ before n = n1. At n = n1, ψ = φ ln(n1 N_A/n_i²) = 0.795 V; at half edge, where V_G = −0.25 V, it is 0.379 V. The gate takes 0.546/0.175 = 3.12 ns between them. The mean value of κ is therefore 0.416/(0.02585 × 3.12) = 5.2 ns⁻¹, and

t₀ ≈ [ln(5.2/0.0758) − 0.577]/5.2 ≈ 0.7 ns.

The onset falls near the threshold of strong inversion, where κ is not constant: it is 5.3 ns⁻¹ at n = n1 and 4.6 ns⁻¹ at the onset, so t₀ is fixed by this estimate only to about 0.1 ns. Free emission for 3.12 + 0.7 ≈ 3.8 ns gives f ≈ exp(−0.0758 × 3.8) = 0.75 at half edge, in agreement with the calculation. The computed R corresponds to a total emission time of ln(1/0.5743)/0.0758 = 7.3 ns. The remaining 3.5 ns ends about 0.2 ns before flat band: hole capture closes the window slightly early, but by less than emission opened it early.

**Where in the step to take the rates**

Taking the rates at the start of each step is equivalent to midpoint freezing on an edge delayed by h/2. At a fixed time during emission, f is then too high by about e_n f h/2. For 1024 steps, h = 0.0195 ns and this is 0.0758 × 0.748 × 0.0098 = 5.6×10⁻⁴, which is the error found. R depends on the time between two events, both delayed equally, and its error was only 4.8×10⁻⁶. A converged pumped charge therefore does not prove that the occupation at a given instant has converged equally well.

**Plateaus and pumped current**

On a plateau the rates are constant, so one exponential step covers it without time-step error. At 1 MHz each plateau lasts 500 − 20 = 480 ns. Over the full pulse the pumped number per trap is 0.5743, equal to the falling-edge value within 10⁻⁶. For 3×10¹⁰ traps per cm² under a gate of 10 µm × 0.5 µm there are 1500 traps, and the current is

I = 1.602×10⁻¹⁹ C × 10⁶ s⁻¹ × 1500 × 0.5743 = 1.38×10⁻¹⁰ A = 138 pA.

**How far to trust the model**

The device values are rough typical ones for a thin-oxide silicon transistor, but a real interface has traps spread over the gap, not one level. This matters greatly. Holding the emission time at 7.3 ns, a trap one kT shallower emits e times faster and R falls to about 0.22; one kT deeper, R rises to about 0.82. A measured current is a sum over such levels. The degeneracy factor, set to one here, acts like a level shift: doubling e_n lowers R to 0.33, and halving it raises R to 0.76.

Among the other omissions considered at 300 K, quantum confinement is the largest. It raises the lowest electron energy at the surface, by roughly 75 meV on a (100) surface near the onset of strong inversion, and so lowers n at a given Fermi energy. Detailed balance then lowers the emission rate by the same factor. With c_n and the electrostatics held fixed, a constant factor exp(−75/25.85) ≈ 0.05 in both rates would cut e_n to about 4×10⁶ s⁻¹ and raise R to about 0.97. This overstates the effect, because higher subbands also hold electrons and the surface field weakens as the gate falls; a rough triangular-well sum over all subbands that follows the field gives R near 0.8. It does show that the computed R belongs to the classical model and may be well below the value with confinement. The confinement line in the numerical output lowers capture but not emission, so its 6% reduction is not a valid estimate. Trap charge shifts the gate voltage by at most 7 mV, or 0.04 ns on this edge, and the channel takes about 0.03 ns to empty. Since R varies as exp(−e_n t) with the emission time t, a small time shift changes R by the relative amount e_n times that shift: about 0.3% in each case (an overestimate for trap charge, which shifts both ends of the emission window; with the feedback included R falls by about 0.17%). The numerical output lists this product as "emission change". Capping the capture densities at the band densities of states, a crude allowance for degeneracy, leaves R unchanged to the printed digits. The oxide field peaks at 2.7 MV/cm, well below a rough breakdown field of 10 MV/cm, and the estimated tunnel current is negligible beside the pumped current. Temperature is not a small correction: at 125 °C, with cross-section, band gap and flat-band voltage held fixed, R drops to 0.0025 because emission is much faster.

**Recommended setting**

For a single-level trap on an edge like this one, use the exponential update with midpoint rates and equal time steps, short enough that the largest change of ψ in any step is about 0.4 kT/q. Here that means 256 steps and an error in R near 0.01%. With equal time steps, a largest change of 1.7 kT/q gives about 0.2%. A grid on which every step uses the full allowance is coarser and about three times less accurate: 114 steps of 0.4 kT/q give 0.04%, and 27 steps of 1.7 kT/q give about 0.65%. Other levels and slopes need their own check: halve the step at least twice and see whether successive changes shrink by about four. Take each plateau in one step while its rates are constant.

If trap charge is allowed to move the surface potential, the rates depend on f. The bound survives as long as the rates used in each step are nonnegative and frozen. Second-order accuracy then also requires a midpoint estimate of that feedback. The full set of values is in the numerical output.

Table of computed values

```
oxide 5.0 nm, doping 3.0e+17 cm^-3, flat band -0.9 V
gate 1.5 V to -2.0 V in 20 ns, 1 MHz
trap level 0.35 eV above midgap, cross-section 1e-15 cm^2
kT/q 25.852 mV, ni 1.0e+10 cm^-3, capture coeff 1.0e-08 cm^3/s
oxide capacitance 0.691 uF/cm^2
n1 7.581e+15 cm^-3, p1 1.319e+04 cm^-3
electron emission rate 7.581e+07 1/s
psi at high, half, low gate: 1.0380, 0.3786, -0.1341 V
n at high gate 9.14e+19, p at low gate 5.37e+19 cm^-3
starting occupation: 1 - f = 8.298e-05
random steps tested 600000, min f 0.0, max f 1.0
error ratio on halving h: slow trap 4.000, fast trap 2.010
reference: f at half edge 0.748104, recombined fraction 0.574314
steps | h (ns) | max psi change/(kT/q) | f at half edge | recombined | its error
    4 | 5.00000 | 23.843 | 0.686416 | 0.506091 | 6.8e-02
   16 | 1.25000 | 6.622 | 0.753459 | 0.583350 | 9.0e-03
   64 | 0.31250 | 1.669 | 0.749079 | 0.575506 | 1.2e-03
  256 | 0.07812 | 0.418 | 0.748167 | 0.574390 | 7.7e-05
  512 | 0.03906 | 0.209 | 0.748120 | 0.574333 | 1.9e-05
 1024 | 0.01953 | 0.104 | 0.748108 | 0.574319 | 4.8e-06
 4096 | 0.00488 | 0.026 | 0.748104 | 0.574314 | 3.0e-07
midpoint rates: error ratio of recombined fraction, 512 to 1024: 3.999
start rates: error ratio of f at half edge, 512 to 1024: 2.015
start rates, 1024 steps: error of f 5.6e-04, of recombined 4.8e-06
forward Euler, 16 steps: f from -2.49e+13 to 1.34e+16
trapezoidal, 16 steps: f from -0.1717 to 0.9999
256 steps, error of f at half edge: exponential 6.3e-05, backward Euler 1.6e-03
fastest rate 9.136e+11 1/s; Euler bound needs 18272 equal steps
n = n1 at gate 0.2960 V; time from there to flat band 6.834 ns
simple estimate of recombined fraction 0.5956
trap density 3e+10 cm^-2, gate 10 um x 0.5 um
pumped per trap and cycle 0.57432, pumped current 138.02 pA
confinement: subband 75.4 meV, recombined 0.5408 (-5.83 %)
band densities Nc 2.82e+19, Nv 2.51e+19 cm^-3
densities capped there: recombined changes by +0.0000 %
trap charge shifts gate by 6.96 mV, emission change 0.30 %
channel emptying time 0.0327 ns at mobility 300 cm^2/Vs, emission change 0.25 %
oxide field: high gate 2.72, low gate -1.93 MV/cm
tunnel current 6.2e-15 A/cm^2, pumped current 2.8e-03 A/cm^2
at 398.15 K: recombined fraction 0.0025
```
